\section*{Peak of the Trap-Free Space-Charge Current after a Voltage Step, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from the voltage step to the arrival of the front}

\subsection{Definitions and conventions}

A flat insulating film occupies $0<x<L$ between two electrodes. Its permittivity is $\varepsilon$. Carriers of one sign enter at $x=0$, the injecting contact, and leave at $x=L$, the collector. We take them to be positive; for electrons the signs of charge and voltage are reversed, and the result is the same. The symbols are:
\begin{itemize}
\item $E(x,t)$, the electric field, positive towards the collector;
\item $\rho(x,t)$, the charge density of the mobile carriers;
\item $\mu$, their mobility, so that a carrier moves with velocity $\mu E$;
\item $V$, the voltage across the film, $V=\int_0^L E\,dx$;
\item $J(t)$, the current per unit area in the external circuit.
\end{itemize}
Euler's number is written $\mathrm e$, and the elementary charge $q$.

The model rests on these assumptions. The mobility is constant. There are no traps, and before $t=0$ there is no charge in the film and no voltage across it. Diffusion is neglected. The voltage rises at $t=0$ to the value $V$ and is then constant. All quantities depend on $x$ alone.

The contact is ohmic in the following sense: it is an unlimited reservoir of carriers. If the field at $x=0$ were positive, it would draw carriers into the film, and their charge would lower the field at the contact. An unlimited supply continues this until the field there vanishes. Hence
\begin{equation}
E(0,t)=0\qquad (t>0).
\label{eq:ohmic}
\end{equation}
A real contact has a finite supply; the second half returns to this point in an example.

The sudden rise of the voltage also charges the film as a capacitor. This gives a current spike at $t=0$, which an ideal step makes infinitely short. The peak studied here is the maximum of the current that follows the spike. The claim is that this maximum occurs at
\begin{equation}
t_p=2\left(1-\mathrm e^{-1/2}\right)\frac{L^2}{\mu V}\approx 0.787\,\frac{L^2}{\mu V},
\label{eq:claim}
\end{equation}
and that the current never returns to its peak value afterwards.

\subsection{The equations of motion}

Gauss's law and the conservation of charge read
\begin{equation}
\rho=\varepsilon\frac{\partial E}{\partial x},\qquad
\frac{\partial\rho}{\partial t}+\frac{\partial}{\partial x}(\mu\rho E)=0 .
\end{equation}
Inserting the first into the second and exchanging the order of the derivatives gives
\begin{equation}
\frac{\partial}{\partial x}\left(\varepsilon\frac{\partial E}{\partial t}+\mu\rho E\right)=0 .
\end{equation}
The bracket therefore depends on time alone. It is the sum of displacement and conduction current, and it equals the current in the external circuit:
\begin{equation}
J(t)=\mu\rho E+\varepsilon\frac{\partial E}{\partial t}.
\label{eq:total}
\end{equation}

The parameters can be removed by measuring each quantity in its natural unit:
\begin{equation}
\begin{aligned}
&\text{length: } L, &\quad &\text{time: } t_0=\frac{L^2}{\mu V}, &\quad &\text{field: } \frac VL,\\
&\text{charge density: } \frac{\varepsilon V}{L^2}, &\quad &\text{current density: } J_0=\frac{\varepsilon\mu V^2}{L^3}. & &
\end{aligned}
\label{eq:units}
\end{equation}
The time $t_0$ is what a carrier would need to cross the film in the uniform field $V/L$. Both terms of \eqref{eq:total} carry the unit $J_0$. For the conduction term it is $\mu(\varepsilon V/L^2)(V/L)$, and for the displacement term it is $\varepsilon(V/L)/(L^2/\mu V)$; each equals $\varepsilon\mu V^2/L^3$.

From here on $x$, $E$ and $\rho$ denote the scaled quantities, $\tau=t/t_0$ is the scaled time and $j=J/J_0$ the scaled current. The equations become
\begin{equation}
\rho=\frac{\partial E}{\partial x},\qquad
j(\tau)=E\frac{\partial E}{\partial x}+\frac{\partial E}{\partial\tau},\qquad
\int_0^1E\,dx=1,\qquad E(0,\tau)=0 .
\label{eq:scaled}
\end{equation}

\subsection{The current follows from the field at the collector}

Let $F(\tau)=E(1,\tau)$ be the field at the collector. Integrate the second equation of \eqref{eq:scaled} over the film. The left side does not depend on $x$, so it is unchanged:
\begin{equation}
j=\int_0^1\frac{\partial}{\partial x}\left(\frac{E^2}{2}\right)dx+\frac{d}{d\tau}\int_0^1E\,dx
=\frac{F^2-E(0,\tau)^2}{2}+\frac{d}{d\tau}(1).
\end{equation}
The field at the contact is zero and the voltage is constant. Thus
\begin{equation}
j(\tau)=\tfrac12F(\tau)^2\qquad(\tau>0).
\label{eq:jF}
\end{equation}
This holds before and after the first carriers reach the collector. It reduces the problem to one function of time. A maximum of the current is a maximum of $F$, since $F$ is positive.

By Gauss's law with zero field at the contact, $F$ is also the total charge in the film, in units of $\varepsilon V/L$. The current is thus largest when the film holds most charge.

\subsection{What a moving carrier experiences}

Follow a carrier, whose position obeys $dx/d\tau=E$. The field at its position changes at the rate
\begin{equation}
\frac{dE}{d\tau}=\frac{\partial E}{\partial\tau}+\frac{dx}{d\tau}\frac{\partial E}{\partial x}
=\frac{\partial E}{\partial\tau}+E\frac{\partial E}{\partial x}=j(\tau).
\label{eq:along}
\end{equation}
All carriers in the film, wherever they are, gain field at the same rate. If a carrier leaves the contact at time $s$ with field $E_0$, then integrating \eqref{eq:along} once gives
\begin{equation}
E(\tau)=E_0+\int_s^\tau j(r)\,dr .
\label{eq:Epath}
\end{equation}
Integrating again gives its position,
\begin{equation}
x(\tau)=E_0(\tau-s)+\int_s^\tau d\tau'\int_s^{\tau'}j(r)\,dr
=E_0(\tau-s)+\int_s^\tau(\tau-r)\,j(r)\,dr .
\label{eq:xpath}
\end{equation}
In the last step the order of integration was exchanged: for fixed $r$, the variable $\tau'$ runs from $r$ to $\tau$, an interval of length $\tau-r$.

\subsection{The charge released at the first instant}

Immediately after the step, and before any carrier has entered, the field is uniform and equal to 1. The contact then has to bring the field at $x=0$ from 1 to 0. By Gauss's law this takes a charge of size 1 just inside the film. In ordinary units it is $\varepsilon V/L$ per unit area, the charge that the step would otherwise leave on the surface of the injecting electrode. The field in the rest of the film is not altered at this instant, because the charge still lies at $x=0$ and the voltage is still 1.

This charge is a thin sheet, and the field rises across it from 0 at its back to 1 at its front. Its carriers therefore start with different fields $E_0$, covering the range $0\le E_0\le1$. All are released at $s=0$. From \eqref{eq:xpath},
\begin{equation}
x(E_0,\tau)=E_0\tau+\int_0^\tau(\tau-r)\,j(r)\,dr .
\label{eq:fan}
\end{equation}
The integral is common to all of them, so the sheet spreads into a layer of width $\tau$, which we call the fan. The charge between the carriers labelled $E_0$ and $E_0+dE_0$ is $dE_0$, again by Gauss's law. It occupies the length $dx=\tau\,dE_0$. The density in the fan is therefore uniform:
\begin{equation}
\rho=\frac{dE_0}{dx}=\frac1\tau .
\label{eq:fandensity}
\end{equation}
The spreading is caused by the mutual repulsion of the carriers, without diffusion.

Carriers released later, at $s>0$, start with $E_0=0$ because of \eqref{eq:ohmic}. Their position is $\int_s^\tau(\tau-r)j(r)\,dr$, which decreases as $s$ increases, since $j>0$. A later carrier therefore stays behind an earlier one. Together with the fan they fill the film continuously from the contact to the front.

\subsection{The rise of the current}

The front consists of the carriers with $E_0=1$. As long as it has not reached the collector, the region ahead of it holds no charge. There $\partial E/\partial x=0$, and the field is uniform and equal to $F$. At the collector the second equation of \eqref{eq:scaled} reduces to $j=dF/d\tau$. With \eqref{eq:jF},
\begin{equation}
\frac{dF}{d\tau}=\frac{F^2}{2},\qquad F(0)=1 .
\label{eq:rise}
\end{equation}
To solve this, note that
\begin{equation}
\frac{d}{d\tau}\left(\frac1F\right)=-\frac1{F^2}\frac{dF}{d\tau}=-\frac12,
\qquad\text{so}\qquad \frac1F=1-\frac\tau2 .
\end{equation}
Hence
\begin{equation}
F=\frac{1}{1-\tau/2},\qquad j=\frac{1}{2(1-\tau/2)^2}.
\label{eq:Fj}
\end{equation}

The initial current is $j(0)=\tfrac12$. This can be understood directly. The sheet of charge 1 lies between the fields 0 and 1, so its mean velocity is $\tfrac12$, and a charge moving in a film of unit thickness drives a current equal to charge times velocity.

The current then grows because the film gains charge. By \eqref{eq:Fj} the total charge $F$ exceeds the initial sheet by
\begin{equation}
F-1=\frac{\tau/2}{1-\tau/2}.
\end{equation}
This is what the contact has added since the first instant. As the charge moves away from the contact, it screens the contact less, and more carriers must enter to hold the field there at zero. The expressions \eqref{eq:Fj} would diverge at $\tau=2$, but they lose their validity earlier, when the front arrives.

\subsection{Arrival of the front}

The front is at the edge of the charge-free region and moves with velocity $F$. Its position $X$ follows from
\begin{equation}
\frac{dX}{d\tau}=\frac{1}{1-\tau/2},\qquad X(0)=0,
\end{equation}
which gives
\begin{equation}
X(\tau)=-2\ln\left(1-\frac\tau2\right).
\label{eq:front}
\end{equation}
The derivative of the right side is $-2\cdot(-\tfrac12)/(1-\tau/2)$, as required. At short times $X\approx\tau+\tau^2/4$: the front starts with the velocity it would have in the uniform field and then gains on it.

The front reaches the collector at the time $\tau_p$ for which $X=1$:
\begin{equation}
\ln\left(1-\frac{\tau_p}{2}\right)=-\frac12,\qquad
1-\frac{\tau_p}{2}=\mathrm e^{-1/2},\qquad
\tau_p=2\left(1-\mathrm e^{-1/2}\right)=0.78694 .
\label{eq:taup}
\end{equation}
The field and the current at this time are, from \eqref{eq:Fj},
\begin{equation}
F_p=\mathrm e^{1/2},\qquad j_p=\frac{\mathrm e}{2}=1.35914 .
\label{eq:jp}
\end{equation}
In ordinary units,
\begin{equation}
t_p=2\left(1-\mathrm e^{-1/2}\right)\frac{L^2}{\mu V},\qquad
J_p=\frac{\mathrm e}{2}\,\frac{\varepsilon\mu V^2}{L^3}.
\label{eq:dim}
\end{equation}

The factor $0.787$ is below 1 because the leading carriers move in a field larger than $V/L$. The charge behind them lowers the field near the contact. Since the voltage is fixed, the field ahead must rise to compensate. It grows from $V/L$ to $\mathrm e^{1/2}V/L$ during the flight. A packet of carriers too small to disturb the field would need the full time $t_0$.

Within the model, a measured peak time gives the mobility as $\mu=0.787\,L^2/(Vt_p)$, without knowledge of the permittivity or the electrode area. Doubling the voltage halves $t_p$, and doubling the thickness at fixed voltage makes it four times longer.

So far we know that the current rises until $\tau_p$. It remains to show that it falls from there, and that it does not climb back to $j_p$ at a later time. The second point needs an argument of its own, because the current does rise again after its first fall.

\section{Second half: the fall, the later current, and an example}

\subsection{Symbols and results carried over}

Length, time, field and current are in units of $L$, $t_0=L^2/(\mu V)$, $V/L$ and $J_0=\varepsilon\mu V^2/L^3$. The field at the collector is $F$, and the current is $j=F^2/2$. The field is zero at the contact, and its integral over the film is 1. A carrier released at time $s$ with field $E_0$ has at time $\tau$
\begin{equation}
E=E_0+\int_s^\tau j\,dr,\qquad x=E_0(\tau-s)+\int_s^\tau(\tau-r)\,j\,dr .
\label{eq:recap}
\end{equation}
Carriers released at $s=0$ have $0\le E_0\le1$ and form the fan, of width $\tau$ and density $1/\tau$. Those released later have $E_0=0$. The front arrives at $\tau_p=2(1-\mathrm e^{-1/2})$, when $F_p=\mathrm e^{1/2}$ and $j_p=\mathrm e/2$.

\subsection{The current falls when the front arrives}

After $\tau_p$ the fan is being collected, and the density at the collector is $1/\tau$. The equation $j=E\,\partial E/\partial x+\partial E/\partial\tau$, taken at $x=1$, now gives
\begin{equation}
\frac{dF}{d\tau}=\frac{F^2}{2}-\frac F\tau .
\label{eq:fall}
\end{equation}
The new term is the loss of charge to the collector. Just after the arrival, with $\tau_p=2(\sqrt{\mathrm e}-1)/\sqrt{\mathrm e}$,
\begin{equation}
\frac{dF}{d\tau}=\frac{\mathrm e}{2}-\frac{\mathrm e}{2(\sqrt{\mathrm e}-1)}
=\frac{\mathrm e}{2}\,\frac{\sqrt{\mathrm e}-2}{\sqrt{\mathrm e}-1}<0,
\end{equation}
because $1<\sqrt{\mathrm e}<2$. Just before the arrival the slope was $+\mathrm e/2$. The current therefore has a local maximum at $\tau_p$ in the form of a corner, with a finite slope on each side.

To solve \eqref{eq:fall}, set $u=1/F$. Then $u'=-F'/F^2=u/\tau-\tfrac12$, and
\begin{equation}
\frac{d}{d\tau}\left(\frac u\tau\right)=\frac{u'}{\tau}-\frac{u}{\tau^2}=-\frac1{2\tau},
\qquad
\frac u\tau=c-\frac12\ln\frac{\tau}{\tau_p}.
\label{eq:u}
\end{equation}
The constant is the value of $u/\tau$ at $\tau_p$:
\begin{equation}
c=\frac{\mathrm e^{-1/2}}{\tau_p}=\frac{1}{2(\sqrt{\mathrm e}-1)} .
\end{equation}
By \eqref{eq:fall}, $F$ falls as long as $F<2/\tau$, that is, $u/\tau>\tfrac12$. Since $u/\tau$ decreases steadily, the fall ends at the time $\tau_m$ given by
\begin{equation}
\ln\frac{\tau_m}{\tau_p}=2c-1=\frac1{\sqrt{\mathrm e}-1}-1,\qquad
\tau_m=1.3524,\qquad j(\tau_m)=\frac{2}{\tau_m^2}=1.0935 .
\label{eq:min}
\end{equation}

This presumes that the fan is still being collected at $\tau_m$. Let $W$ be the width of its uncollected part. The field at the back of the fan is $F-W/\tau$ by Gauss's law, and the back moves with this velocity, so $W'=-F+W/\tau$. Hence
\begin{equation}
\frac{d}{d\tau}\left(\frac W\tau\right)=\frac{W'}\tau-\frac W{\tau^2}=-\frac F\tau .
\end{equation}
At $\tau_p$ the whole fan is in the film and $W/\tau=1$. Until $\tau_m$ the field does not exceed $\sqrt{\mathrm e}$, so $W/\tau$ drops by at most $\sqrt{\mathrm e}\,\ln(\tau_m/\tau_p)=0.893$. This is less than 1, and \eqref{eq:min} stands. Numerical integration gives the end of the fan as $\tau=1.514$.

The current has a local maximum when the front reaches the collector at $\tau_p$, and it then falls until $\tau_m$. It remains to show that the later rise never brings it back to $j_p$, and to test the result numerically and in an example.

Numerical values quoted here were computed with a short program.
